\section*{Separating skew and scattering-independent spin Hall resistivity by impurity concentration}

\section*{Question}

I am practising the analysis of spin Hall data on a model whose ingredients I know, and I am stuck on both the fit and its meaning.

The model is a two-dimensional electron gas with conserved spin $s=\pm1$, in Hartree atomic units ($\hbar=e=m=1$). Its Fermi wave number is $k_F=0.5$, so the density is $n=k_F^2/2\pi=0.0398$, half of it in each spin. The band has a constant Berry curvature $s\Omega$ with $\Omega=2.0$. Impurities of density $n_i$ are assumed to turn an electron through an angle $\vartheta$ at the rate
\begin{equation}
\Gamma(\vartheta)=n_i\,(w_0+w_1\cos\vartheta+s\,w_a\sin\vartheta),
\label{rate}
\end{equation}
which is to be averaged over $\vartheta$ with weight $d\vartheta/2\pi$. I took $w_0=5.0$, $w_1=2.0$, $w_a=0.08$. I solved the Boltzmann equation numerically at five impurity densities and added a random error of standard deviation $u=5\times10^{-6}$ to each spin Hall resistivity. The data are therefore synthetic:

\begin{center}
\begin{tabular}{ccc}
$n_i$ & $\rho$ & $\rho_{SH}$ \\
$2\times10^{-4}$ & 0.02011 & 0.0001689\\
$4\times10^{-4}$ & 0.04021 & 0.0002749\\
$6\times10^{-4}$ & 0.06032 & 0.0003123\\
$8\times10^{-4}$ & 0.08042 & 0.0002851\\
$1\times10^{-3}$ & 0.10053 & 0.0001988
\end{tabular}
\end{center}

I was told to fit a term linear in $\rho$ for skew scattering and a quadratic one for everything that does not depend on scattering. Why these powers? How do I get the two coefficients with honest errors? And why do the data bend downwards, when the Berry curvature by itself should give a positive spin Hall conductivity? Finally, would the same fit work if the sample also had some other, fixed source of resistance?

\section*{Answer}

The powers follow from how the spin Hall conductivity depends on $n_i$, so I start with the resistivities, then find the two coefficients of your model, and then fit.

\subsection*{From conductivity to resistivity}

Let $\mathbf F$ be the force on an electron and $\mathbf J^s$ the particle flux of spin $s$. Charge current and electric field both carry the opposite sign, so flux per force equals the usual conductivity. The gas is isotropic and the two spins deflect oppositely:
\begin{equation}
\mathbf J^s=\sigma_c\mathbf F^s+s\,\sigma_H\,\hat z\times\mathbf F^s .
\end{equation}
For a common force along $x$, the total flux gives $\sigma=2\sigma_c$, and the difference of the transverse fluxes gives $\sigma_{SH}=2\sigma_H$, in units of charge conductivity.

Now send a total flux $J$ along $x$ and let no spin flow sideways. Each spin carries $J/2$, and spin accumulation supplies a transverse force:
\begin{align}
J/2&=\sigma_cF_x-s\sigma_HF_y^s, & 0&=\sigma_cF_y^s+s\sigma_HF_x .
\end{align}
The second equation gives $F_y^s=-s(\sigma_H/\sigma_c)F_x$. Putting this into the first gives $J/2=F_x(\sigma_c^2+\sigma_H^2)/\sigma_c$. With $\rho=F_x/J$ and $\rho_{SH}=-(F_y^\uparrow-F_y^\downarrow)/2J$,
\begin{equation}
\rho=\frac{\sigma}{\sigma^2+\sigma_{SH}^2},\qquad
\rho_{SH}=\frac{\sigma_{SH}}{\sigma^2+\sigma_{SH}^2}.
\end{equation}
The ratio $\theta=\rho_{SH}/\rho=\sigma_{SH}/\sigma$ is the spin Hall angle, and $1/\sigma=\rho(1+\theta^2)$.

Suppose that $\sigma_{SH}=a\sigma+b$, with $a$ and $b$ independent of $n_i$. Dividing by $\sigma$ gives $\theta=a+b\rho(1+\theta^2)$, and multiplying by $\rho$ gives
\begin{equation}
\rho_{SH}=a\rho+b\rho^2(1+\theta^2)\simeq a\rho+b\rho^2 .
\label{law}
\end{equation}
In your table $\theta\le0.0084$, so $\theta^2$ is below $10^{-4}$ and can be dropped. It remains to show that your model has this form of $\sigma_{SH}$.

\subsection*{Skew scattering: the linear term}

Switch the curvature off for the moment. A collision turns $\mathbf k$ into $\mathbf k'=\mathbf k\cos\vartheta+\hat z\times\mathbf k\,\sin\vartheta$. Averaging the change with the rate (\ref{rate}), and using $\langle\cos^2\vartheta\rangle=\langle\sin^2\vartheta\rangle=1/2$,
\begin{equation}
\langle\Gamma(\mathbf k'-\mathbf k)\rangle=-\frac{\mathbf k}{\tau}+\frac{s}{\tau_\perp}\hat z\times\mathbf k,\quad
\frac1\tau=n_i\Big(w_0-\frac{w_1}{2}\Big),\quad
\frac1{\tau_\perp}=\frac{n_iw_a}{2}.
\end{equation}
In a steady state the applied force balances the momentum lost to impurities. For the momentum density $\mathbf P$ of one spin, which is also its flux since $m=1$,
\begin{equation}
\frac n2\mathbf F=\frac{\mathbf P}{\tau}-\frac{s}{\tau_\perp}\hat z\times\mathbf P .
\end{equation}
With $\mathbf F$ along $x$, the $y$ component reads $0=P_y/\tau-sP_x/\tau_\perp$. Hence $P_y=s\,aP_x$, where
\begin{equation}
a=\frac{\tau}{\tau_\perp}=\frac{w_a}{2w_0-w_1}=\frac{0.08}{8.0}=0.0100 .
\end{equation}
Both rates are proportional to $n_i$, so their ratio does not depend on it. This contributes $a\sigma$ to $\sigma_{SH}$. Turning the momentum balance around, with $P_y=0$, gives $\rho=1/(n\tau)$ and a skew part of $\rho_{SH}$ equal to $1/(n\tau_\perp)$. This second form will be useful for mixed scattering.

\subsection*{Berry curvature: the quadratic term}

Now set $w_a=0$ and restore the curvature. Within a single band with Berry curvature, the position components do not commute: $[x,y]=is\Omega$. For a potential energy $U(\mathbf r)$, to leading order in its gradient, $\dot{\mathbf k}=-\nabla U$ and
\begin{equation}
\dot x=-i[x,k^2/2+U]=k_x+s\Omega\,\partial_yU=k_x-s\Omega\,\dot k_y .
\end{equation}
The $y$ component follows in the same way, so that
\begin{equation}
\dot{\mathbf r}=\mathbf k+s\Omega\,\hat z\times\dot{\mathbf k}.
\label{velocity}
\end{equation}
The force in $\dot{\mathbf k}$ is the applied one plus that of the impurities. This leads to three contributions.

\emph{Intrinsic.} Between collisions $\dot{\mathbf k}=\mathbf F$. The $n/2$ electrons of spin $s$ carry the flux $s\Omega(n/2)\hat z\times\mathbf F$. The spin difference gives $+\Omega n$, the positive term you expected.

\emph{Shift during collisions.} The model treats a collision as instantaneous, so the term $\mathbf k$ in (\ref{velocity}) is taken not to move the electron meanwhile, but the second term integrates to a finite side jump,
\begin{equation}
\delta\mathbf r=s\Omega\,\hat z\times(\mathbf k'-\mathbf k).
\end{equation}
Averaged over collisions, this is a velocity $\mathbf u=-(s\Omega/\tau)\,\hat z\times\mathbf k$. The force shifts the equilibrium distribution $f_0(\varepsilon)$, with $\varepsilon=k^2/2$, by $g=-f_0'\tau\,\mathbf F\cdot\mathbf k$. To sum $g\mathbf u$ over states we need
\begin{equation}
\int\!\frac{d^2k}{(2\pi)^2}(-f_0')k_ik_j
=-\int\!\frac{d^2k}{(2\pi)^2}\frac{\partial f_0}{\partial k_i}k_j
=\frac n2\,\delta_{ij},
\label{sum}
\end{equation}
where the last step is an integration by parts. The factors $\tau$ and $1/\tau$ cancel, and the flux is $-s\Omega(n/2)\hat z\times\mathbf F$. Its contribution to $\sigma_{SH}$ is $-\Omega n$.

So the first two terms cancel. The reason is visible in (\ref{velocity}): in a steady state the total $\dot{\mathbf k}$, from field and impurities together, averages to zero, and so does the anomalous velocity.

\emph{Changed distribution.} With $U=V-\mathbf F\cdot\mathbf r$, where $V$ is the impurity potential, the energy $k^2/2+U$ is conserved:
\begin{equation}
\mathbf k\cdot\dot{\mathbf k}+\nabla U\cdot\dot{\mathbf r}
=\mathbf k\cdot\dot{\mathbf k}-\dot{\mathbf k}\cdot(\mathbf k+s\Omega\,\hat z\times\dot{\mathbf k})=0 .
\end{equation}
An electron shifted by $\delta\mathbf r$ along the force must therefore gain kinetic energy $\varepsilon'-\varepsilon=\mathbf F\cdot\delta\mathbf r$. The reverse collision links the same two energies. Even the equilibrium distribution then has a net gain from collisions, to first order in $\mathbf F$:
\begin{equation}
\langle\Gamma\,[f_0(\varepsilon')-f_0(\varepsilon)]\rangle=f_0'\,\mathbf F\cdot\mathbf u .
\end{equation}
The Boltzmann equation becomes $f_0'\mathbf F\cdot\mathbf k=f_0'\mathbf F\cdot\mathbf u-g/\tau$, which gives $g=-f_0'\tau\,\mathbf F\cdot(\mathbf k-\mathbf u)$. The new part is
\begin{equation}
g_a=f_0'\tau\,\mathbf F\cdot\mathbf u=-f_0's\Omega\,\mathbf F\cdot(\hat z\times\mathbf k)
=f_0's\Omega\,(\hat z\times\mathbf F)\cdot\mathbf k .
\end{equation}
By (\ref{sum}), the flux $\sum g_a\mathbf k$ is $-s\Omega(n/2)\hat z\times\mathbf F$, which adds another $-\Omega n$. Altogether
\begin{equation}
b=\Omega n-\Omega n-\Omega n=-\Omega n=-2.0\times0.0398=-0.0796 .
\end{equation}

That is why your data bend downwards: the side jump contributes $-2\Omega n$ and outweighs the intrinsic $+\Omega n$. No $n_i$ is left in $b$: the intrinsic term contains no scattering rate, and in each side-jump term the jump rate, proportional to $1/\tau$, is multiplied by the relaxation time $\tau$.

I have added skew scattering and side jump as independent effects and dropped their products, in particular the skew part of the mean shift velocity. The numerical model leaves out that same part, so it does not test this omission; its relative size is $\Omega/\tau_\perp\le8\times10^{-5}$, which could change $\rho_{SH}$ by about $10^{-4}$ of $a\rho$, far below $u$. It does include the full matrix inversion, and there the noise-free $\rho_{SH}$ departs from (\ref{law}) by at most about $1.5\times10^{-5}$ of $a\rho$. The impurities are also dilute enough for a Boltzmann description: at the highest $n_i$, $1/\tau=0.004$ and $E_F\tau=0.125\times250\approx31$. The rate (\ref{rate}) itself is an assumed form, not derived from an impurity potential. For $m=1$ a single partial wave can contribute at most 4 to $w_0$, so $w_0=5$ does not describe a pure $s$-wave point scatterer. Nor are $a$ and $\Omega$ independent for a real potential. Here $\Omega k_F^2=0.5$ is not small, and the anomalous velocity itself skews the scattering: for a classical hard disk of radius $R=5$, which has $w_0=2Rk_F=5$, Eq.~(\ref{velocity}) gives a skew angle of magnitude about $3\pi k_F\Omega/16R\approx0.12$. The value $a=0.01$ is an input chosen for the exercise.

\subsection*{The fit}

The errors of $\rho_{SH}$ are equal and those of $\rho$ are negligible, so minimise
\begin{equation}
\chi^2=\frac1{u^2}\sum_j(\rho_{SH,j}-a\rho_j-b\rho_j^2)^2 .
\end{equation}
Write $S_m=\sum_j\rho_j^m$ and $T_m=\sum_j\rho_j^m\rho_{SH,j}$. Setting the derivatives with respect to $a$ and $b$ to zero gives
\begin{equation}
T_1=aS_2+bS_3,\qquad T_2=aS_3+bS_4,
\end{equation}
and elimination of one unknown at a time gives
\begin{equation}
a=\frac{S_4T_1-S_3T_2}{D},\quad b=\frac{S_2T_2-S_3T_1}{D},\quad D=S_2S_4-S_3^2 .
\label{solution}
\end{equation}
Your table yields
\begin{align*}
S_2&=2.223342\times10^{-2}, & S_3&=1.828711\times10^{-3}, & S_4&=1.599803\times10^{-4},\\
T_1&=7.620135\times10^{-5}, & T_2&=5.502058\times10^{-6}, & D&=2.12724\times10^{-7}.
\end{align*}
Keep these digits, because the differences lose some of them:
\begin{align}
a&=\frac{(12.1907-10.0617)\times10^{-9}}{2.12724\times10^{-7}}=0.01001,\\
b&=\frac{(12.2330-13.9350)\times10^{-8}}{2.12724\times10^{-7}}=-0.0800 .
\end{align}

For the errors, note that $a$ and $b$ are linear in the data:
\begin{equation}
\frac{\partial a}{\partial\rho_{SH,j}}=\frac{S_4\rho_j-S_3\rho_j^2}{D},\qquad
\frac{\partial b}{\partial\rho_{SH,j}}=\frac{S_2\rho_j^2-S_3\rho_j}{D}.
\end{equation}
Independent errors add in squares. For $a$ the sum is $S_4^2S_2-2S_4S_3^2+S_3^2S_4=S_4D$. For $b$ it is $S_2^2S_4-2S_2S_3^2+S_3^2S_2=S_2D$. The sum of the products of the two numerators is $-S_2S_3S_4+S_3^3=-S_3D$. Dividing by $D^2$,
\begin{equation}
\mathrm{var}\,a=\frac{u^2S_4}{D},\quad \mathrm{var}\,b=\frac{u^2S_2}{D},\quad
\mathrm{cov}(a,b)=-\frac{u^2S_3}{D}.
\end{equation}
The result is
\begin{equation}
a=0.0100\pm0.0001,\qquad b=-0.080\pm0.002 ,
\end{equation}
in agreement with the model values. Since $\hbar/e^2=4108\ \Omega$, this $b$ is $(-1.95\pm0.04)\times10^{-5}$ S.

You may instead plot $\rho_{SH}/\rho$ against $\rho$ and read off intercept $a$ and slope $b$. The error of each ratio is $u/\rho$, so the line must be fitted with weights $\rho^2/u^2$ to give the same answer.

\subsection*{Reading the numbers}

At the highest concentration the skew part is $a\rho=1.006\times10^{-3}$ and the other part is $b\rho^2=-0.809\times10^{-3}$. The small measured value, about $0.2\times10^{-3}$, is what two large opposite terms leave over.

A linear term alone gives $a=T_1/S_2=0.0034$, a third of the true skew angle, with $\chi^2\approx2450$ for four degrees of freedom. The two-term fit has $\chi^2=0.42$ for three. That is below the expected value of 3, but $u$ is known here, so it reflects this one draw of the noise and is no reason to shrink the errors.

The correlation of $a$ and $b$ is $-S_3/\sqrt{S_2S_4}=-0.97$: a larger $a$ can be largely offset by a more negative $b$. Writing the determinant as a sum over pairs,
\begin{equation}
D=\sum_{i<j}\rho_i^2\rho_j^2(\rho_i-\rho_j)^2,
\end{equation}
shows what separates the two terms, namely a spread of resistivities. If all samples had nearly the same $\rho$, $D$ would approach zero and both errors would diverge.

The correlation matters for derived quantities. By (\ref{law}), $\rho_{SH}$ changes sign at $\rho_0=-a/b=0.125$ and has its maximum where $a+2b\rho=0$, at $\rho_0/2=0.063$, near your third point. For small errors $\delta\rho_0/\rho_0=\delta a/a-\delta b/b$, so
\begin{equation}
\frac{\mathrm{var}\,\rho_0}{\rho_0^2}=\frac{\mathrm{var}\,a}{a^2}+\frac{\mathrm{var}\,b}{b^2}-\frac{2\,\mathrm{cov}(a,b)}{ab}
=(1.9+4.1-5.4)\times10^{-4}.
\end{equation}
This gives $\rho_0=0.125\pm0.001$, or $514\pm4\ \Omega$. Without the covariance the error would come out three times too large. The value is still an extrapolation, since your data end at $\rho=0.1005$.

The fit cannot divide $b$ into intrinsic and side-jump parts, because both have the same dependence on $\rho$. If the intrinsic part is known separately, as here, subtraction gives the side jump: $-0.080-0.080=-0.160$, with the error of $b$.

\subsection*{A fixed second source of resistance}

Let a further scatterer, isotropic and without skewness, add a constant rate $1/\tau_b$. It raises $1/\tau$ but leaves $1/\tau_\perp$ alone. The skew part of $\rho_{SH}$ was $1/(n\tau_\perp)$, which is $a$ times the resistivity of the \emph{impurities}. In your model every collision, whatever causes it, gives the same side jump for the same change of $\mathbf k$, so $b$ contains no scattering rate and does not change. To the same order as before, with $\rho_b=1/(n\tau_b)$,
\begin{equation}
\rho_{SH}=a(\rho-\rho_b)+b\rho^2 .
\label{background}
\end{equation}
The ordinary fit has no place for the constant $-a\rho_b$. That constant adds $-a\rho_bS_1$ to $T_1$ and $-a\rho_bS_2$ to $T_2$, so by (\ref{solution}) it shifts the coefficients by
\begin{align}
\Delta a&=-\frac{a\rho_b}{D}(S_1S_4-S_2S_3)=-\frac{a\rho_b}{D}\sum_{i<j}\rho_i\rho_j(\rho_i+\rho_j)(\rho_i-\rho_j)^2,\\
\Delta b&=\frac{a\rho_b}{D}(S_1S_3-S_2^2)=\frac{a\rho_b}{D}\sum_{i<j}\rho_i\rho_j(\rho_i-\rho_j)^2 .
\end{align}
For positive $a$ the fitted skew angle is too small and $b$ is pushed upwards.

The effect is not minor. With $1/\tau_b=4\times10^{-4}$, so that $\rho_b=0.0101$, noise-free data from the same model give $a=0.0069$ and $b=-0.059$. These are 31\% and 26\% too small in magnitude, although the background is only a tenth of the largest impurity resistivity. With your $u$ the misfit is visible: even without noise $\chi^2\approx45$ for three degrees of freedom. Using $\rho-\rho_b$ in the linear term restores $a=0.0100$ and $b=-0.0796$. If $\rho_b$ is unknown, add a constant $c$ to the fit and obtain $\rho_b=-c/a$, at the price of a third parameter: the errors grow to $\pm0.0005$ in $a$ and $\pm0.003$ in $b$, and $\rho_b$ is found to $\pm0.001$.

Equation (\ref{background}) assumes that the background is a bulk scatterer that does not skew and gives the same side jump as the impurities. A resistance in series, such as a contact, gives $a(\rho-\rho_b)+b(\rho-\rho_b)^2$ instead. A background without side jump scales the two side-jump terms by $(\rho-\rho_b)/\rho$. In both cases the coefficient of $\rho$ becomes $a+2\Omega n\rho_b=0.0116$, the three-parameter fit is still perfect, and $-c/a$ gives $0.0094$ and $0.0087$ respectively in place of $0.0101$. In a real metal $b$ can contain further disorder terms and depend on the kind of impurity, and doping can change $n$ or the bands. A good $\chi^2$ does not by itself rule these out. The numerical output below lists the fitted contributions at all five concentrations.

\section*{Computed values}
\begin{verbatim}
Atomic units unless a unit is given
Fermi wave number = 0.5 1/bohr; curvature = 2.0 bohr^2
rates w0, w1, w_a = 5.0, 2.0, 0.08 a.u.
electron density n = 0.039789 bohr^-2
smallest E_F*tau = 31.25
model a = 0.01000; model b = -0.07958 e^2/hbar
intrinsic part of b = 0.07958 e^2/hbar
shift-velocity part of b = -0.07958 e^2/hbar
shifted-distribution part of b = -0.07958 e^2/hbar
side-jump source, numeric/formula = 1.0000000
largest law error / (a rho) = 1.48e-05
error u of each rho_SH = 5.0e-06 hbar/e^2
Data: n_imp (bohr^-2), rho, rho_SH (hbar/e^2), ratio
  2.0e-04  0.02011  0.0001689  0.008399
  4.0e-04  0.04021  0.0002749  0.006837
  6.0e-04  0.06032  0.0003123  0.005177
  8.0e-04  0.08042  0.0002851  0.003545
  1.0e-03  0.10053  0.0001988  0.001978
S2 = 2.223341590e-02; S3 = 1.828711322e-03
S4 = 1.599803048e-04; D = 2.1272355e-07
T1 = 7.620135000e-05; T2 = 5.502057601e-06
fit a = 0.010008 +/- 0.000137
fit b = -0.08001 +/- 0.00162 e^2/hbar
fit b = -1.9476e-05 +/- 3.9e-07 S
covariance = -2.1492e-07; correlation = -0.9696
chi2, two terms = 0.416 (3 degrees of freedom)
linear-only a = 0.003427; chi2 = 2450.6 (4 d.o.f.)
Fit parts: rho, a rho, b rho^2, sum (hbar/e^2)
  0.02011  0.0002013  -0.0000324  0.0001689
  0.04021  0.0004024  -0.0001294  0.0002731
  0.06032  0.0006037  -0.0002911  0.0003126
  0.08042  0.0008049  -0.0005175  0.0002874
  0.10053  0.0010062  -0.0008086  0.0001975
sign change at rho = 0.12509 +/- 0.00096 hbar/e^2
sign change = 513.9 +/- 4.0 ohm
maximum of rho_SH at rho = 0.06254 hbar/e^2
resistivity unit hbar/e^2 = 4108.236 ohm
background rate = 4.0e-04; rho_b = 0.010053
with background, naive a = 0.006934, b = -0.05919
with background, repaired a = 0.010000, b = -0.07958
\end{verbatim}
